# Detectable force gradient and optimal amplitude in frequency-modulation force microscopy: test program

```python
"""Minimum detectable force gradient in frequency-modulation force microscopy.

Result under test, for a self-excited sensor read in bandwidth B:
  thermal    sqrt(4 k kT B / (pi A^2 f0 Q))
  detector   sqrt(8/3) k n B^(3/2) / (f0 A)
  oscillator sqrt(2) k n B^(1/2) / (Q A)
added in squares. For a tip force decaying as exp(-z/L), at fixed closest
distance, the best amplitude solves a I0(a) = (1+a) I1(a), a = A/L.
Symbols: k stiffness, f0 resonance frequency, Q quality factor, A amplitude,
kT thermal energy, n one-sided deflection noise density (length/sqrt(Hz)),
L decay length of the force, I0 and I1 modified Bessel functions.
Numbers use eV, angstrom and Hz; tests use scaled units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ive

rng = np.random.default_rng(12345)


def noise_gradients(k, f0, Q, n, kT, B, A):
    """Thermal, detector and oscillator parts of the gradient noise."""
    thermal = np.sqrt(4 * k * kT * B / (np.pi * A**2 * f0 * Q))
    detector = np.sqrt(8 / 3) * k * n * B**1.5 / (f0 * A)
    oscillator = np.sqrt(2) * k * n * np.sqrt(B) / (Q * A)
    return np.array([thermal, detector, oscillator])


def force_density(k, f0, Q, kT):
    """One-sided thermal force density, force^2 per Hz."""
    return 2 * k * kT / (np.pi * f0 * Q)


def average_factor(a):
    """Cycle-averaged gradient divided by gradient at closest approach."""
    return 2 * ive(1, a) / a


def average_by_quadrature(a):
    """Same ratio from the semicircular average over the oscillation."""
    value = quad(lambda t: np.exp(-a * (1 - np.cos(t))) * np.sin(t)**2,
                 0, np.pi, epsabs=1e-12, epsrel=1e-11)[0]
    return 2 * value / np.pi


# Frequency shift: integrate Newton's equation for half a period (k = m = 1).
peak = 1e-4
for a in (0.5, 1.5, 5.0):
    def motion(t, y, a=a):
        return [y[1], -y[0] - peak * np.exp(-(y[0] + a))]

    def turning(t, y):
        return y[1]
    turning.terminal = True
    turning.direction = -1
    path = solve_ivp(motion, (0, 5), [-a, 0.0], method="DOP853",
                     events=turning, rtol=1e-12, atol=1e-13, max_step=0.05)
    shift = np.pi / path.t_events[0][0] - 1
    assert abs(shift / (-peak * average_factor(a) / 2) - 1) < 2e-3
    assert abs(average_by_quadrature(a) / average_factor(a) - 1) < 1e-8

# Thermal force density: the free oscillator must obey equipartition.
k_t, f_t, Q_t, kT_t = 3.0, 2.0, 30.0, 0.7


def response(u):
    return 1 / ((1 - u**2)**2 + (u / Q_t)**2)


area = (quad(response, 0, 2, points=[1.0], limit=200)[0]
        + quad(response, 2, np.inf)[0])
mean_square = force_density(k_t, f_t, Q_t, kT_t) * f_t * area / k_t**2
assert abs(mean_square / (kT_t / k_t) - 1) < 1e-6


def run_loop(size, steps, dt, Q, kick, tilt, rate, every):
    """Phases of self-excited oscillators with k = m = A = 1.

    kick: random velocity change per step; tilt, rate: size and angular
    frequency of a phase error fed into the drive."""
    x, v = np.ones(size), np.zeros(size)
    record = []
    for i in range(steps):
        x = x + 0.5 * dt * v
        error = tilt * np.sin(rate * (i + 0.5) * dt)
        drive = (v * np.cos(error) - x * np.sin(error)) / (Q * np.hypot(x, v))
        v = v + dt * (-x - v / Q + drive)
        if kick is not None:
            v = v + kick * rng.standard_normal(size)
        x = x + 0.5 * dt * v
        if (i + 1) % every == 0:
            record.append(np.arctan2(-v, x))
    return np.array(record)


def relative_phase(phases):
    """Phase relative to the undisturbed oscillator in column zero."""
    return np.angle(np.exp(1j * (phases - phases[:, :1])))


# Thermal frequency noise: phase diffusion of a Langevin ensemble.
# Tolerance 10 percent covers about four standard errors of a variance.
dt, steps, members, Q_loop, kT_loop = 2 * np.pi / 40, 8000, 4000, 50.0, 1e-4
f_loop = 1 / (2 * np.pi)
kick = np.full(members, np.sqrt(
    force_density(1, f_loop, Q_loop, kT_loop) * dt / 2))
kick[0] = 0.0
spread = relative_phase(run_loop(members, steps, dt, Q_loop, kick,
                                 0.0, 0.0, steps // 2))[:, 1:].var(axis=1)
thermal_df = noise_gradients(1, f_loop, Q_loop, 0, kT_loop, 1, 1)[0] * f_loop / 2
for variance, duration in zip(spread, (steps * dt / 2, steps * dt)):
    expected = (2 * np.pi * thermal_df)**2 * duration / 2
    assert abs(variance / expected - 1) < 0.10

# Feedback of detector phase error: measured frequency modulation.
tilt = np.array([0.0, 0.01, 0.01, 0.01])
rate = np.array([0.0, 0.005, 0.01, 0.02])
phases = run_loop(4, steps, dt, Q_loop, None, tilt, rate, 1)
times = (np.arange(steps) + 1)[:, None] * dt
measured = relative_phase(phases) + tilt * np.sin(rate * times)
swing = 2 * np.abs(np.mean(measured * np.exp(-1j * rate * times), axis=0))
predicted = tilt * np.sqrt(rate**2 + (1 / (2 * Q_loop))**2)
assert np.allclose((rate * swing)[1:], predicted[1:], rtol=0.02)

# Detector and oscillator prefactors: demodulate a noisy sinusoid.
# Tolerance 6 percent is several standard errors of the band-limited rms.
samples, rate_s, n_s, B_s, A_s, Q_s = 800000, 8.0, 1e-3, 0.05, 2.0, 20.0
t = np.arange(samples) / rate_s
signal = (A_s * np.cos(2 * np.pi * t)
          + n_s * np.sqrt(rate_s / 2) * rng.standard_normal(samples))
spectrum = np.fft.fft(2 * signal * np.exp(-2j * np.pi * t))
spectrum[np.abs(np.fft.fftfreq(samples, 1 / rate_s)) > B_s] = 0
phase = np.angle(np.fft.ifft(spectrum))
detector_df = np.gradient(phase) * rate_s / (2 * np.pi)
pulled_df = phase / (2 * Q_s)
parts = noise_gradients(1, 1, Q_s, n_s, 0, B_s, A_s) / 2
assert abs(detector_df.std() / parts[1] - 1) < 0.06
assert abs(pulled_df.std() / parts[2] - 1) < 0.06
assert abs((detector_df + pulled_df).std() / np.hypot(*parts[1:]) - 1) < 0.06

# Optimal amplitude from the Bessel condition.
a_best = brentq(lambda a: a * ive(0, a) - (1 + a) * ive(1, a), 0.5, 5)
top = ive(1, a_best)
a_low = brentq(lambda a: ive(1, a) - 0.9 * top, 0.01, a_best)
a_high = brentq(lambda a: ive(1, a) - 0.9 * top, a_best, 50)

# Worked example: round model parameters (eV, angstrom, Hz).
kT, n, B, decay = 0.025, 1e-3, 100.0, 1.0
sensors = {"quartz": (100.0, 3e4, 3e3), "silicon": (2.0, 3e5, 3e4)}
to_SI = const.e / const.angstrom**2
A_best = a_best * decay


def smallest_peak(sensor, A):
    """Smallest detectable gradient at closest approach."""
    total = np.linalg.norm(noise_gradients(*sensor, n, kT, B, A))
    return total / average_factor(A / decay)


def cycle_loss(sensor, A):
    """Intrinsic energy loss per oscillation cycle."""
    return np.pi * sensor[0] * A**2 / sensor[2]


print(f"thermal energy kT = {kT:.3f} eV")
print(f"deflection noise density n = {n:.1e} angstrom/sqrt(Hz)")
print(f"bandwidth B = {B:.0f} Hz")
print(f"force decay length = {decay:.1f} angstrom")
print(f"optimal amplitude / decay length = {a_best:.4f}")
print(f"optimal amplitude = {A_best:.3f} angstrom")
print(f"average/peak gradient at optimum = {average_factor(a_best):.4f}")
print(f"90% of best signal/noise: A from {a_low * decay:.2f}"
      f" to {a_high * decay:.2f} angstrom")

for name, sensor in sensors.items():
    k, f0, Q = sensor
    scan = minimize_scalar(
        lambda A: np.linalg.norm(noise_gradients(*sensor, n, kT, B, A))
        / average_by_quadrature(A / decay),
        bounds=(0.2, 8), method="bounded", options={"xatol": 1e-7})
    assert abs(scan.x / A_best - 1) < 1e-3
    B_thermal = np.sqrt(3 * kT * f0 / (2 * np.pi * k * n**2 * Q))
    B_osc = np.sqrt(3) * f0 / (2 * Q)
    at_thermal = noise_gradients(*sensor, n, kT, B_thermal, A_best)
    at_osc = noise_gradients(*sensor, n, kT, B_osc, A_best)
    assert np.isclose(at_thermal[0], at_thermal[1], rtol=1e-10)
    assert np.isclose(at_osc[1], at_osc[2], rtol=1e-10)
    omega = 2 * np.pi * f0
    loss = quad(lambda p: k / (omega * Q) * (A_best * omega * np.sin(p))**2
                / omega, 0, 2 * np.pi)[0]
    assert np.isclose(loss, cycle_loss(sensor, A_best), rtol=1e-8)
    quantum = const.h * f0 / const.e
    assert quantum < 1e-3 * kT
    parts = noise_gradients(*sensor, n, kT, B, A_best)
    best = smallest_peak(sensor, A_best)
    assert best < 1e-2 * k
    print(f"{name}: stiffness k = {k:.0f} eV/angstrom^2")
    print(f"{name}: f0 = {f0:.0f} Hz, Q = {Q:.0f}")
    print(f"{name}: quantum h f0 = {quantum:.2e} eV")
    for label, part in zip(("thermal", "detector", "oscillator"), parts):
        print(f"{name}: {label} part = {part:.3e} eV/angstrom^2")
    total = np.linalg.norm(parts)
    print(f"{name}: total averaged gradient = {total:.3e} eV/angstrom^2")
    print(f"{name}: total frequency noise = {total * f0 / (2 * k):.4f} Hz")
    print(f"{name}: smallest peak gradient = {best:.3e} eV/angstrom^2")
    print(f"{name}: the same converted = {best * to_SI:.3e} N/m")
    print(f"{name}: detector = thermal at B = {B_thermal:.1f} Hz")
    print(f"{name}: detector = oscillator at B = {B_osc:.2f} Hz")
    print(f"{name}: restoring force k A = {k * A_best:.2f} eV/angstrom")
    print(f"{name}: loss per cycle = {loss:.3e} eV")

# Silicon run with the restoring force of the quartz sensor.
quartz, silicon = sensors["quartz"], sensors["silicon"]
A_large = quartz[0] * A_best / silicon[0]
a_large = A_large / decay
direct = average_by_quadrature(a_large)
assert abs(direct / average_factor(a_large) - 1) < 1e-6
assert abs(a_large * direct / 2 * np.sqrt(2 * np.pi * a_large) - 1) < 0.01
large = smallest_peak(silicon, A_large)
small = smallest_peak(silicon, A_best)
print(f"silicon, matched force: amplitude = {A_large:.2f} angstrom")
print(f"silicon, matched force: smallest peak = {large:.3e} eV/angstrom^2")
print(f"silicon, matched force: converted = {large * to_SI:.3e} N/m")
print(f"silicon, matched force: loss per cycle = "
      f"{cycle_loss(silicon, A_large):.3f} eV")
print(f"silicon: matched/optimal smallest gradient = {large / small:.2f}")
print(f"quartz/silicon, both at optimum = "
      f"{smallest_peak(quartz, A_best) / small:.1f}")
print(f"quartz/silicon, matched force = "
      f"{smallest_peak(quartz, A_best) / large:.1f}")
print("every check passed")
```

Printed output:

```
thermal energy kT = 0.025 eV
deflection noise density n = 1.0e-03 angstrom/sqrt(Hz)
bandwidth B = 100 Hz
force decay length = 1.0 angstrom
optimal amplitude / decay length = 1.5451
optimal amplitude = 1.545 angstrom
average/peak gradient at optimum = 0.2836
90% of best signal/noise: A from 0.83 to 2.98 angstrom
quartz: stiffness k = 100 eV/angstrom^2
quartz: f0 = 30000 Hz, Q = 3000
quartz: quantum h f0 = 1.24e-10 eV
quartz: thermal part = 1.217e-03 eV/angstrom^2
quartz: detector part = 3.523e-03 eV/angstrom^2
quartz: oscillator part = 3.051e-04 eV/angstrom^2
quartz: total averaged gradient = 3.740e-03 eV/angstrom^2
quartz: total frequency noise = 0.5610 Hz
quartz: smallest peak gradient = 1.319e-02 eV/angstrom^2
quartz: the same converted = 2.113e-01 N/m
quartz: detector = thermal at B = 34.5 Hz
quartz: detector = oscillator at B = 8.66 Hz
quartz: restoring force k A = 154.51 eV/angstrom
quartz: loss per cycle = 2.500e-01 eV
silicon: stiffness k = 2 eV/angstrom^2
silicon: f0 = 300000 Hz, Q = 30000
silicon: quantum h f0 = 1.24e-09 eV
silicon: thermal part = 1.721e-05 eV/angstrom^2
silicon: detector part = 7.046e-06 eV/angstrom^2
silicon: oscillator part = 6.102e-07 eV/angstrom^2
silicon: total averaged gradient = 1.861e-05 eV/angstrom^2
silicon: total frequency noise = 1.3957 Hz
silicon: smallest peak gradient = 6.562e-05 eV/angstrom^2
silicon: the same converted = 1.051e-03 N/m
silicon: detector = thermal at B = 244.3 Hz
silicon: detector = oscillator at B = 8.66 Hz
silicon: restoring force k A = 3.09 eV/angstrom
silicon: loss per cycle = 5.000e-04 eV
silicon, matched force: amplitude = 77.26 angstrom
silicon, matched force: smallest peak = 3.183e-04 eV/angstrom^2
silicon, matched force: converted = 5.100e-03 N/m
silicon, matched force: loss per cycle = 1.250 eV
silicon: matched/optimal smallest gradient = 4.85
quartz/silicon, both at optimum = 201.0
quartz/silicon, matched force = 41.4
every check passed
```
